# The Image-Rounded Field-Emission Barrier and Its Differential Equation, part 2

An electron leaves a flat metal surface through a barrier that a strong electric field has made thin and the image attraction has lowered and rounded. The problem is to find how the rounding changes the tunnelling exponent, and how well a short formula represents the change.

Hartree atomic units are used, so $\hbar=m=e=1$ and $4\pi\varepsilon_0=1$. The work function is $\phi$, the surface field has magnitude $F$, and $z$ is the distance outside the metal. For an electron at the Fermi level moving entirely along $z$, the barrier height above its energy is

$$M(z)=\phi-Fz-\frac{1}{4z}.$$

Its top has the height $\phi-\sqrt F$, and its turning points are $z_\pm=(\phi/F)(1\pm\sqrt{1-f})/2$, with the scaled field

$$f=\frac{F}{\phi^2}.$$

In the semiclassical approximation the squared magnitude of the wave falls by the factor $e^{-G}$, with

$$G=2\sqrt2\int_{z_-}^{z_+}\sqrt{M(z)}\,dz=K\frac{\phi^{3/2}}{F}\,v(f),\qquad K=\frac{4\sqrt2}{3}.$$

Without the image term the barrier is triangular and $v=1$. Primes on $v$ denote derivatives with respect to $f$. The earlier parts showed that the correction $v$ is convex and decreasing, with $v(0)=1$ and $v(1)=0$, and that it obeys

$$f(1-f)\,v''=\frac{3}{16}\,v,\qquad 0<f<1.$$

At the ends of the range,

$$v'(1)=-\frac{3\sqrt2\,\pi}{16}=-\frac{3\pi}{8\sqrt2}\approx-0.83304,$$

$$v=1+\frac3{16}f\ln f-\left(\frac3{16}+\frac98\ln2\right)f+\dots\qquad(f\to0),$$

where the coefficient of $f$ is $-0.96729$. An exact series for $v$ in powers of $1-f$ was also found and checked against direct quadrature of the barrier integral.

### (f) Test the short formula

*Compare $v_a=1-f+(f/6)\ln f$ with $v$. Determine the sign of its error, and the measure of error that matters for the current.*

**Solution.** The formula has the correct values at both ends, as would $1-f+\lambda f\ln f$ for any $\lambda$. Its slope at $f=1$ is $-1+\lambda$. The exact slope would require $\lambda=0.16696$, while the exact logarithm at small $f$ would require $\lambda=3/16=0.1875$. The choice $1/6$ almost fits the first condition and misses the second. The formula is an interpolation and not an expansion.

Its second derivative is $v_a''=1/(6f)$, so

$$f(1-f)v_a''=\frac{1-f}6=\frac3{16}\cdot\frac{8(1-f)}9 .$$

It solves the equation with $v$ on the right replaced by the straight line $8(1-f)/9$.

This fixes the sign of the error $e=v_a-v$. Subtracting the two equations gives

$$f(1-f)e''=h,\qquad h=\frac{1-f}6-\frac{3v}{16}.$$

At $f=0$, $h=\tfrac16-\tfrac3{16}=-\tfrac1{48}$. Near $f=1$, $h\approx(1-f)(0.16667-0.15620)>0$. Since $v$ is convex, $h$ is concave, and a concave function that is negative at $0$, positive near $1$ and zero at $1$ changes sign once inside. Call this point $f_*$. Then $e$ is concave below $f_*$ and convex above it.

At the upper end $e(1)=0$ and $e'(1)=-0.83333+0.83304=-0.00029$. On the convex part $e$ lies above its tangent at $f=1$, so it is positive there. It also falls throughout that part, because its slope does not exceed $e'(1)$. On the concave part $e$ starts at zero and ends at a positive value, so it is positive there too. Hence $v_a>v$ for all $0<f<1$, with a single maximum of the error below $f_*$. The formula always makes the model's exponent too large.

Direct quadrature of the barrier gives:

| $f$ | $v$ | $v_a$ | $v_a-v$ |
|---|---|---|---|
| 0.01 | 0.981682 | 0.982325 | 0.000643 |
| 0.10 | 0.859439 | 0.861624 | 0.002185 |
| 0.20 | 0.743988 | 0.746352 | 0.002364 |
| 0.40 | 0.537195 | 0.538914 | 0.001719 |
| 0.60 | 0.348036 | 0.348917 | 0.000881 |
| 0.80 | 0.169987 | 0.170248 | 0.000261 |

A scan of 20,000 equally spaced values of $f$ finds the largest absolute error, $0.00238$, at $f=0.176$. The largest error relative to $v$ is $0.332\,\%$, at $f=0.296$.

The current depends on the exponential. Inserting $F=f\phi^2$ gives

$$G=\eta\,\frac{v}{f},\qquad \eta=\frac K{\sqrt\phi},$$

so the formula multiplies $e^{-G}$ by $\exp(-\eta e/f)$. The ratio $e/f$ falls as $f$ rises: on the concave part because $e(0)=0$, and on the convex part because $e$ itself falls. At small $f$,

$$\frac ef\to-\frac{\ln f}{48}-0.0327 ,$$

which grows without limit as $f\to0$, though slowly. The relative error of the exponent then tends to zero, while the relative error of the exponential does not. For $\phi=4.5$ eV, where $\eta=4.637$, the loss of transmission between $f=0.15$ and $f=0.45$ is at most $7.0\,\%$, and it is largest at the low-field end.

### (g) Obtain the current density

*Sum over the electrons of a free-electron metal at zero temperature, taking the transmission as $e^{-G}$.*

**Solution.** Let $\mu$ be the Fermi energy above the band bottom. An electron with normal wave number $k_z$ has its normal energy at a depth $W=\mu-k_z^2/2$ below the Fermi level. Its transverse wave vector may fill a disc with $k_\perp^2/2\le W$, of area $2\pi W$. With two spins, the density of states $1/(2\pi)^3$, and the velocity $k_z$,

$$J=\frac{2}{(2\pi)^3}\int_0^{\sqrt{2\mu}}k_z\,2\pi W\,e^{-G}\,dk_z=\frac1{2\pi^2}\int_0^\mu W\,e^{-G(\phi+W)}\,dW ,$$

where $k_z\,dk_z=-dW$ was used. At depth $W$ the barrier is that of a work function $\phi+W$ at the same field.

The exponential confines emission to small $W$, so expand $G(\phi+W)\approx G(\phi)+W/d$ with $1/d=\partial G/\partial\phi$ at fixed $F$. From $\partial f/\partial\phi=-2f/\phi$,

$$\frac1d=\frac KF\left[\frac32\sqrt\phi\,v-2\sqrt\phi\,f\,v'\right]=\frac{2\sqrt{2\phi}}F\,t,\qquad t=v-\frac43f\,v' .$$

For $\mu\gg d$ the upper limit can be moved to infinity. Since $\int_0^\infty We^{-W/d}dW=d^2$,

$$J=\frac{d^2}{2\pi^2}\,e^{-G}.$$

The differential equation also gives the size of the neglected curvature. First, with $v''=3v/[16f(1-f)]$,

$$t'=v'-\frac43v'-\frac43f\,v''=-\frac{v'}3-\frac{v}{4(1-f)} .$$

Then

$$\frac{\partial(\sqrt\phi\,t)}{\partial\phi}=\frac1{\sqrt\phi}\left[\frac t2-2f\,t'\right]=\frac1{\sqrt\phi}\left[\frac v2+\frac{fv}{2(1-f)}\right]=\frac{v}{2\sqrt\phi\,(1-f)},$$

because the two terms in $v'$ cancel. Hence

$$\frac{\partial^2G}{\partial\phi^2}=\frac{\sqrt2\,v}{F\sqrt\phi\,(1-f)}>0 .$$

The true exponent lies above its linear form, so the linear form overestimates $J$. Expanding $\exp(-\tfrac12G_{\phi\phi}W^2)$ to first order and using $\int_0^\infty W^3e^{-W/d}dW=6d^4$ gives the leading correction factor $1-3G_{\phi\phi}d^2$.

### (h) Put in numbers for a metal tip

*Take $\phi=4.5$ eV and $F=5$ V/nm, which is $50$ MV/cm. These are rough values for a clean tungsten emitter.*

**Solution.** In Hartree units $\phi=0.16537$ and $F=0.009723$, so

$$f=\frac{0.009723}{0.16537^2}=0.3555 .$$

The barrier at the Fermi level would vanish at $14.06$ V/nm. The triangular barrier has the width $\phi/F=0.9$ nm. With $\sqrt{1-f}=0.803$, the turning points are at $0.089$ nm and $0.811$ nm. The barrier top lies $1.82$ eV above the Fermi level.

The exact correction is $v=0.58127$. The short formula gives $0.64445-0.06128=0.58317$. The triangular exponent is $13.04$, so

$$G=13.04\times0.58127=7.58,\qquad e^{-G}=5.10\times10^{-4}.$$

At the same $\phi$ and $F$, the image term raises the exponential factor $235$ times above that of the triangle. The correction function therefore has to be known well. The error of the short formula lowers $e^{-G}$ by the fraction

$$1-\exp\left(-4.637\times\frac{0.00190}{0.3555}\right)=2.45\,\% .$$

For the current, $v'=-1.0016$ gives

$$t=0.58127+\tfrac43\times0.35555\times1.0016=1.056 ,$$

$$d=\frac{0.009723}{2\sqrt2\times0.40666\times1.056}=0.008005\ \text{hartree}=0.218\ \text{eV}.$$

The current density is

$$J=\frac{0.008005^2\times5.10\times10^{-4}}{2\pi^2}=1.66\times10^{-9}\ \text{a.u.},$$

which is $3.9\times10^9$ A/m$^2$, or $3.9\times10^5$ A/cm$^2$.

### (i) Size what the model leaves out

*Estimate each neglected effect separately, with the work function and the applied surface field held fixed.*

**Solution.** *Curvature in energy.* With the numbers above,

$$G_{\phi\phi}=\frac{\sqrt2\times0.58127}{0.009723\times0.40666\times0.64445}=323 ,$$

and the correction factor of part (g) is $1-3\times323\times0.00800^2=0.94$. A full sum over the Fermi sphere, with $\mu=8$ eV as a rough Fermi energy, gives $0.945$.

*Temperature.* Let $E$ be the normal energy measured from the Fermi level. Integrating the Fermi function over transverse energies replaces the supply $W$ by $k_BT\ln(1+e^{-E/k_BT})$. With $\epsilon=E/d$ and $p=k_BT/d<1$, one integration by parts gives

$$\frac{J(T)}{J(0)}=\int_{-\infty}^{\infty}p\ln(1+e^{-\epsilon/p})\,e^\epsilon\,d\epsilon=\int_{-\infty}^\infty\frac{e^\epsilon\,d\epsilon}{1+e^{\epsilon/p}}=p\,I,\quad I=\int_{-\infty}^{\infty}\frac{e^{p\tau}}{1+e^\tau}\,d\tau .$$

Integrate the last integrand around a rectangle whose upper side is shifted by $2\pi i$. That side returns $-e^{2\pi ip}I$, and the pole at $\tau=i\pi$ has residue $-e^{i\pi p}$. So $(1-e^{2\pi ip})I=-2\pi i\,e^{i\pi p}$, which gives $I=\pi/\sin\pi p$ and

$$\frac{J(T)}{J(0)}=\frac{\pi p}{\sin\pi p}.$$

At $300$ K, $p=0.119$ and the factor is $1.024$. The result fails as $p\to1$, where electrons far above the Fermi level dominate and the linear exponent no longer holds. The error is already visible at $2000$ K, where $p=0.79$: the formula gives $4.1$, while the energy integral with the full $G$, with the transmission set to one above the barrier top, gives $3.6$ times its own zero-temperature value. Many electrons then come from near the barrier top, where $e^{-G}$ is a poor transmission. With the transmission from the wave equation described next, for $\mu=8$ eV, the ratio is $3.0$.

*The semiclassical transmission.* The wave equation $\psi''=2M\psi$ was integrated from an outgoing wave at large $z$ back into the metal. The image potential was cut off where it meets the band bottom, again with $\mu=8$ eV. The transmission at the Fermi level is $0.94$ times $e^{-G}$. Moving the outer starting point from $300$ to $600$ bohr changes it by a relative $3.6\times10^{-7}$. That the ratio is so close to one is partly accidental, because it depends on the band depth: it is $1.18$ for $\mu=5$ eV and $0.77$ for $\mu=12$ eV. It also depends on the depth $W$, so the value at the Fermi level does not carry over to the current: for $\mu=8$ eV, the current summed over all depths is $1.045$ times its semiclassical value. The exponent $G$ does not contain this prefactor. Closer to $f=1$ the turning points merge, $G$ becomes small and $e^{-G}$ is no longer a valid transmission.

*Image energy near the surface.* The inner turning point, at $0.09$ nm, is closer than an atomic spacing, where the classical image law is doubtful. One smooth replacement is $-(1-e^{-\lambda z})/(4z)$. With $\lambda=4(\phi+\mu)$ it reaches the band bottom at $z=0$. It is weaker than the classical energy, so it raises the barrier, and $e^{-G}$ is multiplied by $0.952$. The transmission found from the wave equation is multiplied by $0.892$, because the changed potential near the surface also alters the prefactor. These numbers indicate a size and are not a theory of the surface.

*Tip radius.* Outside a sphere of radius $\mathcal R$ with surface field $F$, the applied field lowers the energy by $F\mathcal R-F\mathcal R^2/(\mathcal R+z)=Fz/(1+z/\mathcal R)$. At distance $r=\mathcal R+z$ from the centre, the image charge has magnitude $\mathcal R/r$ and sits at $\mathcal R^2/r$. The attraction is $\mathcal Rr/(r^2-\mathcal R^2)^2$, and integrating it from $r$ to infinity gives the energy

$$-\frac{\mathcal R}{2(r^2-\mathcal R^2)}=-\frac1{4z(1+z/2\mathcal R)} .$$

Both changes raise the barrier. For $\mathcal R=50$ nm, $e^{-G}$ falls by the factor $0.839$.

*Space charge.* Consider a flat gap of length $L=200$ nm under $1000$ V, which has the same mean field. To first order the electrons move with speed $\sqrt{2Fz}$, so their density is $J/\sqrt{2Fz}$. By Gauss's law the field at $z$ exceeds that at the surface by

$$4\pi\int_0^z\frac{J\,dz'}{\sqrt{2Fz'}}=\frac{8\pi J}{\sqrt{2F}}\sqrt z .$$

The voltage is fixed, so the surface field must fall by the average of this excess over the gap:

$$\Delta F=\frac1L\int_0^L\frac{8\pi J}{\sqrt{2F}}\sqrt z\,dz=\frac{16\pi J}3\sqrt{\frac L{2F}} .$$

With $J$ from part (h), this first-order estimate is $0.13\,\%$ of $F$ and lowers $J$ by $1.8\,\%$. Using the full energy integral for $J$ and letting the current respond to the lower field changes these figures to $0.12\,\%$ and $1.6\,\%$.

*The real emitter.* Work functions near $4.5$ eV, fields of a few V/nm and radii of tens of nanometres or more are ordinary for tungsten tips. Among the effects computed here with $\mu=8$ eV and at room temperature, tip curvature is the largest: it lowers $e^{-G}$ at the Fermi level by $16\,\%$, and the current by $20\,\%$ when the curved barrier is used at every depth $W$. For other band depths the prefactor of the transmission can depart from one by more than this. The assumption of one work function can matter more. Different crystal faces of tungsten can differ by several tenths of an electronvolt, and a rise of only $0.1$ eV at fixed field multiplies $e^{-G}$ by about $e^{-0.1/0.218}=0.63$. The free-electron band is a further simplification, and its effect is not estimated here. Against these uncertainties the error of the short formula is small: $2.45\,\%$ in $e^{-G}$ at the Fermi level, and $3.1\,\%$ in the current when the formula is used at every depth $W$ in the energy integral of part (g). It remains a systematic error, always towards too little transmission, and it grows as the field is lowered.

## Values computed for the example and the checks

```
largest ODE residual (finite diff.): 1.2e-07
largest |closed form - quadrature|: 4.4e-16
-v'(1) exact, approx: 0.83304 0.83333
small-f coefficient of f: -0.96729
f, v quadrature, v_a, v_a - v:
  0.01 0.981682 0.982325 0.000643
  0.05 0.923357 0.925036 0.001678
  0.10 0.859439 0.861624 0.002185
  0.20 0.743988 0.746352 0.002364
  0.30 0.637686 0.639801 0.002116
  0.40 0.537195 0.538914 0.001719
  0.60 0.348036 0.348917 0.000881
  0.80 0.169987 0.170248 0.000261
max abs error of v_a: 0.00238 at f = 0.176
max rel error of v_a: 0.332 % at f = 0.296
work function: 4.5 eV = 0.16537 hartree
field: 5.0 V/nm = 50 MV/cm = 0.009723 a.u.
field removing the barrier: 14.063 V/nm
scaled field f: 0.35555
turning points: 0.0887 nm, 0.8113 nm
barrier top above Fermi level: 1.817 eV
v, v_a: 0.58127 0.58317
v', t: -1.00163 1.05611
triangular exponent, G: 13.0415 7.5806
exp(-G): 5.1025e-04
exponential gain over triangle: 235.3
decay energy d: 0.2178 eV
J: 3.918e+09 A/m2 = 3.918e+05 A/cm2
K/sqrt(phi): 4.6368
exp(-G) lost by using v_a: 2.45 %
largest such loss, f 0.15 to 0.45: 7.03 %
thermal: T = 300 K, p = 0.1187, factor 1.0236
full energy integral / linearized J: 0.9447
Fermi energy for wave solution: 8.0 eV
wave transmission / exp(-G): 0.9425
its relative far-boundary shift: 3.6e-07
saturated image: exp(-G) factor 0.9521
tip radius 50 nm: exp(-G) factor 0.8390
space charge, 1000 V over 200 nm:
  field drop 0.126 %, J factor 0.9823
```
